# Momentum Is Not Velocity with a Nonlocal Pseudopotential

For an electron in a nonlocal potential $V_{\rm nl}$, the velocity along $x$ is

$$v=p+i[V_{\rm nl},x],\qquad(1)$$

in units $\hbar=m=e=1$. If $p$ replaces $v$ in the Kubo-Greenwood conductivity, the f-sum rule generally fails. Restoring the commutator does not, however, generally bring the sum back to the electron number $N$. It gives

$$S_{vv}=K=N+\langle[x,[V_{\rm nl},x]]\rangle .\qquad(2)$$

The bracket denotes the occupied-state expectation value per cell. In the crystal below, with $N=2$, the correct sum is $2.720$ and the momentum sum is $1.474$. A mixed sum, with one $p$ and one $v$, equals $2$.

## The counter-example

Take independent electrons in one dimension, with a fixed Hamiltonian

$$H=\frac{p^2}{2}-U\cos\frac{2\pi x}{a}+D\sum_R|\beta_R\rangle\langle\beta_R| .$$

Here $\beta_R(x)=\beta(x-R)$, $R$ runs over multiples of $a$, and $\beta(x)=(\pi s^2)^{-1/4}e^{-x^2/2s^2}$. The round parameters are $a=6$ bohr, $s=1$ bohr, $U=0.4$ hartree and $D=-0.3$ hartree. Two electrons per cell, one of each spin, fill the lowest band.

For a Bloch state $e^{ikx}u_{nk}(x)$, the periodic part $u_{nk}$ is an eigenfunction of $H_k=e^{-ikx}He^{ikx}$. Differentiation gives

$$\partial_kH_k=-ixH_k+iH_kx=i[H_k,x]=e^{-ikx}\,i[H,x]\,e^{ikx}.$$

Thus $v_k=\partial_kH_k$ represents the velocity $i[H,x]$. The kinetic term contributes $p_k=p+k$, since $i[p^2/2,x]=p$. A local potential commutes with $x$ and contributes nothing. A nonlocal kernel $V(x,x')$ contributes $i(x'-x)V(x,x')$: the potential itself connects different positions, so it takes part in the motion of the electron.

Let $q=k+G$ and $q'=k+G'$, with $G,G'$ multiples of $2\pi/a$. The Fourier transform of the projector is

$$b(q)=\int\beta(x)e^{-iqx}dx=(4\pi s^2)^{1/4}e^{-q^2s^2/2}.$$

Moving the projector by $R$ multiplies the matrix element by $e^{-i(G-G')R}=1$, so all cells contribute equally. With plane waves normalized on one cell, the nonlocal matrix is $(D/a)b(q)b(q')$. Because $b'(q)=-qs^2b(q)$, the missing velocity $d=v-p$ has elements

$$d_{GG'}=\frac Da[b'(q)b(q')+b(q)b'(q')]
=-\frac{Ds^2}{a}(q+q')b(q)b(q').$$

The numbers below come from diagonalizing $H_k$ in 33 plane waves, $G=2\pi j/a$ with $-16\le j\le16$. Zone averages use 48 equally spaced $k$ points, displaced by half a step from the zone boundary.

At $k=0.3$ bohr$^{-1}$, a central energy difference gives the lowest band a slope of $0.0550$ atomic units. The diagonal velocity element is also $0.0550$, but the momentum element is $0.0439$. The second band has slope and velocity $-0.4723$, against a momentum of $-0.4423$. The slope must equal $v_{nn}$: in $\partial_k\langle u_n|H_k|u_n\rangle$, the derivatives of the normalized eigenstate contribute $E_n\partial_k\langle u_n|u_n\rangle=0$.

The transition between these bands has energy $\omega=0.7418$ hartree, with $|v_{10}|^2=0.4738$ and $|p_{10}|^2=0.2664$. For a filled band, labelled 0, define

$$S_{XX}=\left\langle\sum_{m\ne0}\frac{4|X_{m0}|^2}{\omega_m}\right\rangle_k,
\qquad \omega_m=E_m-E_0. \qquad(3)$$

The outer bracket is a zone average. The factor 4 is the usual oscillator-strength factor 2 times two spins. The transition just described contributes

$$\frac{4(0.4738)}{0.7418}=2.555,\qquad
\frac{4(0.26638)}{0.74184}=1.436$$

to the velocity and momentum sums at this $k$. After summing all transitions and averaging over $k$, the results are $S_{vv}=2.720$ and $S_{pp}=1.474$. The momentum result is 45.8% below the correct sum. It is also below $N=2$.

## What the sum measures

A uniform electric field $E(t)$ acts on an electron of charge $-1$ through the term $E(t)x$. Put $E=-\dot A$ and $\psi=e^{iAx}\phi$. The Schrödinger equation becomes

$$i\dot\phi=e^{-iAx}He^{iAx}\phi+(E+\dot A)x\phi
=e^{-iAx}He^{iAx}\phi .$$

Consequently $H_k$ becomes $H_{k+A}$ in full, including its nonlocal part. Shifting $p$ in the kinetic energy alone would describe a different, gauge-dependent coupling.

Let $A$ jump from zero to a small constant at $t=0$. The state has no time to change, but the velocity operator becomes $v_{k+A}=v_k+A\partial_k^2H_k$ to first order. The initial band velocities average to zero, because the average of $\partial_kE_0$ over a periodic band vanishes. The induced velocity per cell is therefore $AK$, where

$$K=\left\langle2\langle u_0|\partial_k^2H_k|u_0\rangle\right\rangle_k. \qquad(4)$$

To evaluate the operator, differentiate the commutator once more:

$$\partial_k^2H_k=i[i[H_k,x],x]=-[[H_k,x],x]=[x,[H_k,x]].$$

The kinetic part equals $[x,-ip_k]=1$, which supplies $N$ in equation (2). The nonlocal part has kernel $-(x-x')^2V(x,x')$. For the present projector its plane-wave elements are

$$\frac Da b(q)b(q')\left[s^4(q+q')^2-2s^2\right].$$

This follows from $b''=(q^2s^4-s^2)b$ and the two equal cross terms $b'(q)b'(q')$. The square bracket is negative at small $|q+q'|$ and positive at large $|q+q'|$, so this operator has no definite sign, and the sign of $K-N$ has to be found from the occupied states. Here they give $K-N=+0.720$; in the cases tabulated below, $K-N$ has the sign opposite to $D$.

The motion after the jump gives the spectrum. Since $H_k=H_{k+A}-Av+O(A^2)$, first-order perturbation theory gives, up to a phase,

$$|u_{0k}\rangle=|u_{0,k+A}\rangle+A\sum_{m\ne0}\frac{v_{m0}}{\omega_m}|u_{m,k+A}\rangle .$$

The added components acquire relative phases $e^{-i\omega_mt}$. Their cross terms with the lowest state give the induced velocity per unit $A$,

$$M(t)=\left\langle\sum_{m\ne0}\frac{4|v_{m0}|^2}{\omega_m}\cos\omega_mt\right\rangle_k. \qquad(5)$$

The diagonal velocity of the lowest band again averages to zero. At $t=0$, equation (5) must equal the immediate response $K$. This proves $S_{vv}=K$ for the filled band.

The current density is $-AM(t)/a$, and the time integral of the field is $-A$, so the conductivity in time is $M(t)/a$. For positive frequency, the cosine transform contributes $(\pi/2)\delta(\omega-\omega_m)$ from each oscillation. Hence

$$\operatorname{Re}\sigma(\omega)=\frac{2\pi}{a}\left\langle\sum_{m\ne0}
\frac{|v_{m0}|^2}{\omega_m}\delta(\omega-\omega_m)\right\rangle_k,$$

$$\int_0^\infty\operatorname{Re}\sigma(\omega)d\omega=\frac{\pi K}{2a}. \qquad(6)$$

The first line is the Kubo-Greenwood formula for this insulator. The integral is $\pi(2.720)/12=0.712$ atomic units; momentum elements would give $\pi(1.474)/12=0.386$.

The time dependence can also be obtained without equation (5). Each occupied state is evolved with the eigenstates of $H_{k+A}$ after jumps $A=\pm10^{-4}$ bohr$^{-1}$, and half the difference is divided by $10^{-4}$. At $t=0$, $1.5$ and $3.0$ atomic units the induced velocity per unit jump is $2.720$, $0.905$ and $-1.717$, as equation (5) gives to these digits. With $p$ in place of $v$, the formula gives $1.474$, $0.527$ and $-0.933$.

## A comparison that contains no velocity

A slowly varying static potential tests the same transition strengths through the density. The matrix element of $e^{iqx}$ between Bloch states is $\langle u_{m,k+q}|u_{0k}\rangle$. The perturbation expansion above, with $A$ replaced by $q$, gives $qv_{m0}/\omega_m$ for small $q$, up to a phase.

For a potential $\lambda\cos qx$, each exponential has amplitude $\lambda/2$. Second-order perturbation theory, with two spins and two directions $\pm q$, gives the energy per cell

$$\Delta E=-\lambda^2\left\langle\sum_{m\ne0}
\frac{|\langle u_{m,k+q}|u_{0k}\rangle|^2}{E_{m,k+q}-E_{0k}}\right\rangle_k .$$

The average squared field is $\lambda^2q^2/2$, so the polarizability $\alpha$ per cell is defined by $\Delta E=-\alpha\lambda^2q^2/4$. Taking $q\to0$ yields

$$\alpha=\left\langle\sum_{m\ne0}\frac{4|v_{m0}|^2}{\omega_m^3}\right\rangle_k. \qquad(7)$$

Overlaps evaluated at $q=10^{-4}$ bohr$^{-1}$ give $\alpha=4.493$ bohr$^2$/hartree. The velocity formula gives the same value to these digits. Momentum gives $2.497$, which is 44.4% below the density result. The density response thus selects $v$ even though its calculation uses neither $v$ nor $p$.

## The general sum rule and its proof

Now allow any occupations $f_n=f(E_n)$, including the spin factor, where $f$ is smooth and non-increasing in energy. For Hermitian operators $X,Y$, define

$$S_{XY}=\left\langle\sum_{nm}c_{nm}X_{nm}Y_{mn}\right\rangle_k,
\qquad c_{nm}=-\frac{f_n-f_m}{E_n-E_m}. \qquad(8)$$

For equal energies, $c_{nm}$ means $-f'(E_n)$. For a filled band with a gap, the two orderings of each occupied-empty pair reproduce equation (3).

**Sum rule.** If $X_k$ undergoes the same unitary transformation as $H_k$ when $k$ is shifted by a reciprocal-lattice vector $G$, namely $X_{k+G}=e^{-iGx}X_ke^{iGx}$, then

$$S_{vX}=\left\langle\operatorname{Tr}[f(H_k)\partial_kX_k]\right\rangle_k. \qquad(9)$$

To prove this, note that $H_{k+G}=e^{-iGx}H_ke^{iGx}$. Since $X_k$ transforms in the same way, $\operatorname{Tr}[f(H_k)X_k]$ is periodic, and the average of its derivative is zero:

$$0=\left\langle\operatorname{Tr}[(\partial_kf(H_k))X_k]
+\operatorname{Tr}[f(H_k)\partial_kX_k]\right\rangle_k. \qquad(10)$$

The derivative of $f(H_k)$ follows from $[f(H_k),H_k]=0$. Differentiation gives $[\partial_kf,H_k]+[f,v_k]=0$. Between states $n$ and $m$ this reads

$$(\partial_kf)_{nm}(E_m-E_n)+(f_n-f_m)v_{nm}=0,$$

and therefore $(\partial_kf)_{nm}=-c_{nm}v_{nm}$ for unequal energies. The diagonal element is $f'(E_n)v_{nn}$, because normalization removes the derivatives of the eigenstate; this is the same formula with the stated limit of $c_{nn}$. Degenerate levels follow by continuity. The first term in equation (10) is thus $-S_{vX}$, which proves equation (9).

Both $v_k$ and $p_k$ satisfy the transformation condition. Choosing $X=v$ gives $S_{vv}=K$, with $K$ now the average of $\operatorname{Tr}[f(H_k)\partial_k^2H_k]$. Choosing $X=p$ gives $S_{pv}=N$, because $\partial_kp_k=1$. The ordinary value $N$ thus belongs to the mixed product, while the conductivity contains two velocities.

In three dimensions the same proof, with derivatives along $k_\alpha$ and $k_\beta$, gives $K_{\alpha\beta}=N\delta_{\alpha\beta}+\langle[r_\alpha,[V_{\rm nl},r_\beta]]\rangle$.

## How momentum errs

The form (8) is symmetric in $X$ and $Y$. Substituting $d=v-p$ gives $S_{dd}=S_{vv}-2S_{pv}+S_{pp}$, and hence

$$S_{pp}-N=-(K-N)+S_{dd}. \qquad(11)$$

In an insulator whose gap stays open, $K-N$ is generally first order in a weak $V_{\rm nl}$, while $S_{dd}$ is second order. To leading order, the momentum sum then misses $N$ by the same amount as the true sum, on the opposite side. At $D=-0.01$ hartree the ratio $(S_{pp}-N)/(K-N)$ is $-0.987$.

Since $f$ does not increase with energy, $c_{nm}\ge0$ and $S_{XX}\ge0$. Apply this to $X=p-(N/K)v$, with $K>0$:

$$0\le S_{XX}=S_{pp}-2\frac NK N+\frac{N^2}{K^2}K
=S_{pp}-\frac{N^2}{K}. \qquad(12)$$

If $K<N$, the momentum sum must therefore exceed $N$. Changing only the projector strength shows both signs:

| $D$ (hartree) | $K=S_{vv}$ | $S_{pp}$ | $S_{dd}$ |
|---:|---:|---:|---:|
| $-0.3$ | 2.720 | 1.474 | 0.194 |
| $0$ | 2.000 | 2.000 | 0.000 |
| $+0.2$ | 1.500 | 2.693 | 0.193 |

The band remains separated from the next one in all three cases; the smallest gap is $0.194$ hartree (5.29 eV), at the zone boundary for $D=+0.2$. For that strength momentum overestimates the correct sum by 79.6%. Without the projector the error vanishes.

The lower bound $N^2/K$ is $1.471$ for $D=-0.3$, close to the actual $1.474$. By equation (12), the small difference is the weight of $p-(N/K)v$. In this crystal, therefore, the momentum response is, when weighted by oscillator strength, nearly a rescaled velocity response, with intensity factor $(2/2.720)^2=0.541$. The rescaling is not uniform: the transition at $k=0.3$ has $|p_{10}|^2/|v_{10}|^2=0.562$, and the weaker lines to higher bands depart further from $0.541$. One overall factor would repair the integrated strength but not each line.

## A warm metal

With one electron per cell, $D=-0.3$ hartree and $kT=0.05$ hartree, the lowest band is partly filled. Solving for the chemical potential gives $\mu=-0.395$ hartree. The sums are $K=S_{vv}=1.360$, $S_{pv}=1.000$ and $S_{pp}=0.737$.

The diagonal terms in equation (8) now matter. They are the Drude weight, the part of the kick response that does not oscillate. For separated bands, the frozen occupations give this part as $\langle\sum_nf_n\partial_k^2E_n\rangle_k$. Integration by parts over the zone turns it into $\langle\sum_n[-f'(E_n)]v_{nn}^2\rangle_k$.

Its value is $0.0155$ with velocities and $0.0099$ with momenta, an underestimate of 36%. The remaining velocity weight, $1.345$, is interband. A Kubo-Greenwood sum limited to nonzero transition energies at each $k$ gives this interband part, not $1.360$. That deficit is separate from the commutator error and remains when the correct velocity is used.

## Gauge balance and scope

A constant $A$ merely relabels $k$ in an insulator at equilibrium, so it can drive no steady current. In the response this appears as the cancellation $K-S_{vv}=0$. For $D=-0.3$, combining the correct $K$ with momentum elements leaves $2.720-1.474=1.246$ electrons per cell of spurious free-carrier response. Combining correct velocities with $N$ also fails, leaving $2.000-2.720=-0.720$.

These results hold for a fixed, energy-independent nonlocal potential, orthonormal states, a uniform field, a converged basis and a converged zone average. Self-consistent changes of the potential and local fields need further response terms. A generalized eigenvalue problem with an overlap operator needs its own velocity expression. Finally, $K$ is the sum for the chosen pseudo-Hamiltonian. Satisfying it is a necessary check of internal consistency. It does not guarantee that each line is correct, or that the spectrum agrees with the all-electron one.
